# Locating the Bethe-lattice Anderson transition with a population of self-energies

An electron sits on one site of a disordered network, with its energy at the centre of the band. If it can leak away to infinity, the level on that site has a finite width. If disorder confines it, the width disappears once every external source of absorption is removed. The question is at what disorder the width disappears, and how a computer that holds finitely many sites can tell.

## The model and its recursion

The Hamiltonian is
$$H=\sum_i\varepsilon_i|i\rangle\langle i|+t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),$$
with independent $\varepsilon_i$, uniform on $[-W/2,W/2]$. The sites form an infinite Bethe lattice, a tree without loops, on which each site has three neighbours: one towards a chosen root and $K=2$ away from it. Absorption enters through $z=E+i\eta$ with $\eta>0$.

Cut the bond from site $j$ towards the root and place a unit source on $j$. The amplitudes obey
$$(z-\varepsilon_j)\psi_j-t\sum_{k=1}^{K}\psi_k=1 .$$
Each branch $k$ feels $j$ only as a source $t\psi_j$ at its first site, so $\psi_k=g_k\,t\psi_j$, where $g_k$ is the same cavity Green function one generation further out. Therefore
$$g_j=\frac{1}{z-\varepsilon_j-S_j},\qquad S_j=t^2\sum_{k=1}^{K}g_k .$$
Repeating $\psi_k=t g_k\psi_j$ along a path shows that the Green function between its ends is the product of the $g$'s on it, with one factor $t$ per bond. On a 63-site tree the recursion agrees with direct matrix inversion to rounding error.

Write $S_j=R_j-i\Gamma_j$. Then
$$\Gamma_i=t^2\sum_{j=1}^{K}\frac{\eta+\Gamma_j}{(E-\varepsilon_j-R_j)^2+(\eta+\Gamma_j)^2}. \tag{1}$$
Without disorder all sites are alike and $S(E-S)=Kt^2$, or $S^2-ES+Kt^2=0$. The roots are complex for $|E|<2\sqrt K\,t$, so the clean band is $4\sqrt2\,t\approx5.7t$ wide, and $\Gamma=\sqrt2\,t$ at its centre.

## First failure: a finite tree, and the mean width

A finite tree has discrete levels, and with random site energies none of them falls exactly on $E$. All its widths therefore vanish as $\eta\to0$, whether the disorder is weak or strong. The tree must become infinite first. A population does this: the branches below a site are independent and statistically identical, so a pool of $N$ self-energies can stand for their distribution. In one sweep each member receives a fresh $\varepsilon_j$ and yields $g_j$; each new $S_i$ is then $t^2$ times the sum of two randomly picked $g_j$. Every sweep adds a generation.

The mean of $\Gamma$ is the wrong quantity to follow. Average one term of (1) over $\varepsilon_j$ at fixed $R_j$ and let $\eta+\Gamma_j\to0$. The Lorentzian has area $\pi$, so the average tends to $\pi/W$ if $|E-R_j|<W/2$ and to zero if $|E-R_j|>W/2$. Hence
$$\langle\Gamma\rangle\to\frac{K\pi t^2}{W}\,\mathrm{Prob}\big(|E-R|<W/2\big),$$
which stays finite even though almost every $\Gamma$ vanishes. Rare resonances carry the mean, which measures the density of states and not escape. The formula refers to the infinite tree. A finite pool misses these resonances when $\eta$ is very small: at $E=0$ and $W=24t$, 20,000 members give a mean of $0.26t$ at $\eta=10^{-2}t$, as the formula predicts, but only about $0.0004t$ at $\eta=10^{-8}t$. The typical value $\Gamma_{\rm typ}=\exp\langle\ln\Gamma\rangle$ does not have this defect.

From here on $E=0$ and energies are in units of $t$. A pool of 20,000 members, averaged over the last 50 of 150 sweeps, gives:

| $W$ | $\Gamma_{\rm typ}$ at $\eta=10^{-6}$ | $\Gamma_{\rm typ}$ at $\eta=10^{-8}$ |
|---|---|---|
| 8 | 0.187 | 0.187 |
| 12 | 0.0043 | 0.0043 |
| 24 | $4.89\times10^{-7}$ | $4.89\times10^{-9}$ |

At $W=8$ and 12 the width has forgotten $\eta$: the states are extended. (Runs with different random numbers give 0.0041 to 0.0043 at $W=12$, and $\Gamma_{\rm typ}/\eta$ from about 0.475 to 0.49 at $W=24$, so the second digits are not settled; the comparison between the two $\eta$ does not depend on them.) At $W=24$ it falls by the same factor of 100 as $\eta$: the states are localized.

## Second failure: waiting for the width to vanish

Between $W=8$ and $W=12$ the typical width drops by a factor of more than 40. Following it towards zero requires an ever smaller $\eta$, and it is hard to decide when a small number is zero. It is better to ask whether an infinitesimal width grows.

For small $\eta+\Gamma_j$, equation (1) becomes, away from exact resonance,
$$\Gamma_i=\sum_{j=1}^{K}g_j^2\,(\Gamma_j+\eta),\qquad g_j=\frac{1}{-\varepsilon_j-R_j}. \tag{2}$$
Drop $\eta$, start with $\Gamma=1$ everywhere, and let $v$ be the gain of $\langle\ln\Gamma\rangle$ per generation. If $v<0$, absorption $k$ generations away contributes about $\eta e^{vk}$; the sum over $k$ converges and $\Gamma\propto\eta$. If $v>0$, the width grows until the square in the denominator of (1) stops it, at a value independent of $\eta$. The transition is at $v=0$. Because (2) is linear, $\Gamma$ can be rescaled during the run, and no small number has to be judged.

## Third failure: the answer depends on the pool

The growth rates at two disorders are:

| $N$ | $v(16)$ | $v(20)$ | apparent $W_c$ |
|---|---|---|---|
| 300 | −0.103 | −0.396 | 14.8 |
| 5,000 | +0.007 | −0.252 | 16.1 |
| 100,000 | +0.061 | −0.182 | 16.9 |

The zero is found by taking $v$ as linear in $\ln W$. For the largest pool,
$$\ln\frac{W_c}{16}=\ln\frac{20}{16}\times\frac{0.0608}{0.0608+0.1820}=0.0559,$$
so $W_c=16.9$. The sampling error of $v(20)$ for this pool is 0.028, and a run with other random numbers gives 17.1, so this value is uncertain by about $0.2t$. For the smallest pool the zero lies outside the interval and is an extrapolation. The apparent transition moves up by $2t$ over the three pools and has not settled. Two things are needed: a value that uses no pool, and a law for the bias.

## A criterion without a pool

By (2), $\Gamma$ at the root is a sum over $K^n$ paths of length $n$, each weighted by the product of $g^2$ along it. Consider the mean of $\prod|g|^{2s}$ on one path, with $0<s<1$. Successive factors are correlated, because
$$g=\frac{1}{-u-g'},\qquad u=\varepsilon+g'',$$
where $g'$ belongs to the next site on the path and $g''$ to the branch off the path. Let $h$ be the density of $u$. At fixed $g'$, $u=-1/g-g'$ and $|du/dg|=1/g^2$, so $g$ has the density $h(-1/g-g')/g^2$. Let $f(g)$ be the density of $g$ weighted with the product so far. One more site multiplies it by $|g|^{2s}$, and the growth factor $\lambda(s)$ per step is the leading eigenvalue in
$$\lambda f(g)=|g|^{2s-2}\int dg'\,h(-1/g-g')\,f(g'). \tag{3}$$
At $s=0$ nothing is weighted: $f$ is the stationary probability density $P(g)$ and $\lambda(0)=1$. Since $\varepsilon$ is uniform,
$$h(u)=\frac1W\int_{u-W/2}^{u+W/2}P(g'')\,dg'',$$
so (3) at $s=0$ determines $P$ and $h$ together by iteration.

**Symmetry.** Put $f=|g|^{2s-2}F$ and use the measure $d\mu=dg/|g|$. At $E=0$ the densities $P$ and $h$ are even, and (3) becomes
$$\lambda F(g)=\int d\mu(g')\,h(1/g+g')\,|g'|^{2s-1}F(g').$$
The right side is $JHD_sF$. Here $D_s$ multiplies by $|g|^{2s-1}$, $H$ has the symmetric kernel $h(g+g')$, and $J$ replaces $g$ by $1/g$, which leaves $d\mu$ unchanged. All three equal their own transposes, and $JD_s=D_{1-s}J$. The transpose of $JHD_s$ is $D_sHJ$. Moving a factor cyclically preserves the nonzero eigenvalues, so $D_sHJ$ shares them with $HJD_s=HD_{1-s}J$, and hence with $JHD_{1-s}$. Therefore
$$\lambda(s)=\lambda(1-s).$$

Define $\varphi(s)=\ln[K\lambda(s)]$. With the end value of $|g|$ kept bounded, so that the moments exist for all $0<s<1$, $\ln\langle\prod|g|^{2s}\rangle$ is convex in $s$ by Hölder's inequality, and so is $\varphi$. Its minimum is at $s=1/2$.

**From moments to typical growth.** The expected number of paths with weight $e^{xn}$ is about $e^{n\Sigma(x)}$, with $\Sigma(x)=\min_s[\varphi(s)-sx]$. A typical tree contains such paths only if $\Sigma(x)\ge0$. Without this restriction the sum of weights would be dominated by the maximum of $x+\Sigma(x)$, which lies at $s=1$, where $\Sigma=\varphi(1)-\varphi'(1)$. Now $\varphi(1)=\ln2$ by symmetry, and convexity gives $\varphi'(1)\ge2[\ln2-\varphi(1/2)]$. This exceeds $\ln 2$ if $\varphi(1/2)<\tfrac12\ln2$, which holds at all three disorders computed below. Such paths are therefore absent, and the sum is dominated by the edge $\Sigma(x)=0$. There $\varphi(s_*)=s_*x$ and $\varphi'(s_*)=x$, which is the condition for a stationary point of $\varphi/s$:
$$v=\min_{0<s\le1}u(s),\qquad u(s)=\frac{\varphi(s)}{s}. \tag{4}$$
This is the directed-polymer argument. It takes the actual number of paths to follow its mean wherever that mean is large, which is a heuristic step here; the pools below provide a comparison, which borrows only the coefficient of the pool bias from the operator.

If $\varphi(1/2)>0$, then $\varphi>0$ for all $s$ and $v>0$. If $\varphi(1/2)<0$, then $v<0$. The transition is at
$$K\lambda(1/2)=1 .$$

On a grid in $\ln|g|$ from −6.4 to 6.4, $K\lambda(1/2)$ is 1.071, 1.004 and 0.946 at $W=16$, 18 and 20. Between the last two, $\varphi$ falls from 0.0044 to −0.0554, so the zero lies at
$$\ln\frac{W_c}{18}=\frac{0.0044}{0.0598}\,\ln\frac{20}{18}=0.0078,\qquad W_c\approx18.1\,t .$$
Shortening the range to ±5.4 lowers $K\lambda(1/2)$ at $W=18$ by 0.0012. With a slope of −0.029 per $t$ this moves $W_c$ by $0.04t$. Extending the range to ±9 raises $K\lambda(1/2)$ at $W=18$ by a further 0.0007 and gives $W_c\approx18.17t$, which rounds to 18.2. The comparisons below use the value $18.14t$ from the ±6.4 grid, which is about $0.03t$ low. As a test of (3) itself, direct sampling of 400,000 paths at $W=18$ gives $\lambda(1/4)=0.605$, against 0.604 from the operator.

**Where the number comes from.** For strong disorder, replace $h$ by the bare box, $1/W$ for $|u|<W/2$. Roughly, $F$ is then constant for $|g|>2/W$ and zero below, because $|1/g|$ must fit into the box, and $|g'|$ must stay below $W/2$ for the same reason. At $s=1/2$ the two signs of $g'$ give
$$\lambda(1/2)\approx\frac2W\int_{2/W}^{W/2}\frac{dg'}{g'}=\frac4W\ln\frac W2 .$$
With $K=2$ the condition reads $W=8\ln(W/2)$, so $W_c\approx17.2$, about 5% below the full result. The closeness is partly a cancellation: the bare box by itself puts the transition slightly too high, and the sharp cut-offs on $F$ then lower it. The logarithm collects resonances of all strengths between the two cut-offs. It explains how the critical disorder can be about three times the clean bandwidth with only two onward branches.

## The bias of a finite pool

Count only members with bounded $|R|$. A single resonance gives $g^2$ a tail of slope 1/2 in its logarithm, so the full distribution of $\Gamma$ cannot fall faster than that; but the resonance also leaves a large $|R|$, which makes the next $g^2$ small. Among the members counted, far in the upper tail of $y=\ln\Gamma$, a large $\Gamma_i$ comes from one large term in (2). The tail density then evolves linearly, with solutions $e^{-sy+\varphi(s)n}=e^{-s[y-u(s)n]}$: an exponential tail of slope $s$ moves at speed $u(s)$. An infinite pool selects the minimum speed, at $s_*$. Since $u'(s_*)=0$, two solutions merge there, and the tail has the form $(y+\text{const})\,e^{-s_*y}$ in the moving frame.

A pool of $N$ members has nobody where the tail probability is below about $1/N$. The tail ends at a length $L$ with $e^{-s_*L}\sim1/N$, or
$$L=\frac{\ln N+c}{s_*},$$
where $c$ absorbs what this estimate leaves out. The linear prefactor must now bend over and vanish at the far end as well. It becomes $\sin(\pi y/L)$, which is a combination of the slopes $s_*\pm i\pi/L$. A common real speed requires $u(s_*\pm i\pi/L)=v_N$. Expanding, with $u'(s_*)=0$ and $(\pm i\pi/L)^2=-\pi^2/L^2$,
$$v_N\approx v-\frac{A}{(\ln N+c)^2},\qquad A=\frac{\pi^2s_*^2u''(s_*)}{2}. \tag{5}$$
Because $u''>0$ at a minimum, the pool grows too slowly and the apparent $W_c$ is too low. The missing members are the rare ones with large widths, whose descendants sustain the growth.

The operator gives $A=14.2$ at $W=16$ and 16.1 at $W=20$. (The ±9 grid with a finer estimate of the curvature gives 14.0 and 15.9, and raises both operator rates in the table below by 0.002.) With these fixed, the six growth rates determine three unknowns, namely $v(16)$, $v(20)$ and a common $c$:

| | $v(16)$ | $v(20)$ | $W_c$ |
|---|---|---|---|
| pools, extrapolated | +0.147 | −0.097 | 18.3 |
| operator, equation (4) | +0.134 | −0.113 | 18.1 |

The fit gives $c=1.7$. At $W=16$ and $N=5000$, for instance, (5) predicts $0.1465-14.18/(8.52+1.71)^2=0.011$, and the pool gave 0.007 with a sampling error of 0.006. The extrapolated $W_c$ has a sampling error of about $0.2t$ and lies $0.15t$ above the value from $K\lambda(1/2)=1$. That value does not rest on a straight line in $\ln W$ between 16 and 20, as the pool value does. The same straight line through the operator's two rates gives $18.06t$, so the like-for-like difference is $0.23t$, about one sampling error. The largest pool, taken at face value, was $1.2t$ too low.

A larger pool is a poor remedy. Near the transition $v$ changes by about −0.062 per $t$, so a bias of $0.1t$ in $W_c$ means $A/(\ln N+c)^2\approx0.006$. With $A\approx15$ this requires $\ln N\approx48$, or roughly $10^{21}$ members, if (5) with the fitted $c$ holds that far.

## The scheme that remains

1. Use the complex population at two values of $\eta$ to identify the phases well away from the transition.
2. Near it, iterate $R$ and $\Gamma$ with (2), rescale $\Gamma$, and record $v_N$ for several $N$ on both sides.
3. Find $P$ from (3) at $s=0$, then $\lambda(s)$, and solve $K\lambda(1/2)=1$.
4. Compute $A$, extrapolate the pools with (5), and compare the two values of $W_c$.

Between about $17t$ and $18t$ even the pool of 100,000 would report localization where the infinite tree has extended states, so step 2 alone is not enough there. Away from $E=0$, equation (3) still holds with $h(E-1/g-g')$, and $H$ then has the kernel $h(E-g-g')$. This kernel is still symmetric, so the argument for $\lambda(s)=\lambda(1-s)$ carries over; only the numbers given here are limited to $E=0$.

The value, $18.17t$ on the longer grid, belongs to this tree and this box distribution. A real disordered solid has closed loops, along which returning waves interfere, as well as correlated site energies, Coulomb interactions and phonons that let localized carriers hop. The recursion contains none of these, and the calculation does not say how far they would move the transition. The ratio $W/t\approx18$ should therefore not be used as a design threshold for a material. The complete figures are in the numerical output below.

## Computed values

```
Energies in units of t; E = 0; K = 2
63-site tree: relative error of recursion = 4.3e-16
63-site tree: relative error, linear Gamma = 4.4e-16
Complex population: 20000 members, 150 sweeps, last 50 averaged
W =  8.0 t: typical Gamma = 1.874e-01 t (eta = 1e-06 t), 1.874e-01 t (eta = 1e-08 t), ratio 1.000
W = 12.0 t: typical Gamma = 4.301e-03 t (eta = 1e-06 t), 4.266e-03 t (eta = 1e-08 t), ratio 1.008
W = 24.0 t: typical Gamma = 4.887e-07 t (eta = 1e-06 t), 4.888e-09 t (eta = 1e-08 t), ratio 99.973
W = 16 t: K lambda(1/2) = 1.0712, norm of g law = 0.99962
W = 18 t: K lambda(1/2) = 1.0044, norm of g law = 0.99955
W = 20 t: K lambda(1/2) = 0.9461, norm of g law = 1.00010
W = 18 t: K lambda(1/2) on grid twice as coarse = 1.0044
W = 18 t: K lambda(1/2) on coarse grid, shorter range = 1.0032
W = 18 t: lambda(1/4) = 0.6042 (operator), 0.6053 (sampled paths)
W = 16 t: pool-free v = +0.1342 per generation at s = 0.524, pool-bias coefficient = 14.18
W = 20 t: pool-free v = -0.1128 per generation at s = 0.483, pool-bias coefficient = 16.08
Pool 300 (20000 sweeps): v(16 t) = -0.1033, v(20 t) = -0.3960 per generation
  apparent W_c = 14.79 t, sampling errors of v about 0.008 and 0.004
Pool 5000 (6000 sweeps): v(16 t) = +0.0073, v(20 t) = -0.2523 per generation
  apparent W_c = 16.10 t, sampling errors of v about 0.006 and 0.003
Pool 100000 (700 sweeps): v(16 t) = +0.0608, v(20 t) = -0.1820 per generation
  apparent W_c = 16.92 t, sampling errors of v about 0.009 and 0.028
Infinite pool, extrapolated: v(16 t) = +0.1465, v(20 t) = -0.0974 per generation, offset c = 1.71
Infinite pool, extrapolated W_c = 18.29 t, sampling error about 0.23 t
Sharp-box logarithmic estimate of W_c = 17.23 t
Pool-free W_c from K lambda(1/2) = 1: 18.14 t
Largest pool minus pool-free W_c = -1.22 t
Extrapolated minus pool-free W_c = +0.15 t
```
